# Hard-wall condition for 1S3/2 holes in a spherical quantum dot

## A hole with one mass

Take a hole with four spin components and a single effective mass, confined to a sphere of radius $R$ by an impenetrable wall. Hole energies are counted positive, into the valence band. With $\mathbf K=-i\nabla$,

$$H_0=\frac{\hbar^2}{2m_0}\gamma_1K^2 ,\qquad \psi(R\hat{\mathbf r})=0 ,$$

where $m_0/\gamma_1$ is the mass. The spin is idle. The lowest state is

$$\psi=j_0(kr)\,\chi,\qquad j_0(x)=\frac{\sin x}{x},\qquad kR=\pi ,$$

with $\chi$ any constant four-component spinor. It is a quartet of energy $\hbar^2\gamma_1\pi^2/2m_0R^2$.

The spin is that of a particle with $J=3/2$, so this quartet has orbital momentum $L=0$ and total angular momentum $F=3/2$. There is another way to make $F=3/2$ with even parity: $L=2$ combined with $J=3/2$. Its levels here obey $j_2(kR)=0$, where

$$j_1(x)=\frac{\sin x}{x^2}-\frac{\cos x}{x},\qquad j_2(x)=\frac{3}{x}j_1(x)-j_0(x).$$

All even $F=3/2$ levels of the one-mass problem are therefore contained in

$$j_0(kR)\,j_2(kR)=0 .$$

In a cubic semiconductor the kinetic energy ties the spin to the direction of motion, so the two families mix. The problem is to find what replaces this product.

## Two masses and one useful matrix

In the spherical Luttinger model the Hamiltonian is

$$H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma\big)K^2-2\gamma(\mathbf K\cdot\mathbf J)^2\Big],\qquad 0<2\gamma<\gamma_1 ,$$

with $\mathbf J$ the dimensionless spin-3/2 matrices. The model takes the bands to be isotropic and the split-off band to be infinitely far away. Strain and Coulomb terms are left out.

For a unit vector $\mathbf n$ define

$$T(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54 .$$

The eigenvalues of $\mathbf n\cdot\mathbf J$ are $\pm\frac32$ and $\pm\frac12$. Those of $T$ are therefore $\frac94-\frac54=+1$ and $\frac14-\frac54=-1$, each twice, so

$$T(\mathbf n)^2=1 .$$

Define also the operator $D=(\mathbf K\cdot\mathbf J)^2-\frac54K^2$. On a plane wave along $\mathbf n$ it equals $K^2T(\mathbf n)$. Substituting $(\mathbf K\cdot\mathbf J)^2=D+\frac54K^2$ cancels the term $\frac52\gamma K^2$:

$$h\equiv\frac{2m_0}{\hbar^2}H=\gamma_1K^2-2\gamma D .$$

Waves with $T=+1$ are heavy holes, of mass $m_0/(\gamma_1-2\gamma)$; waves with $T=-1$ are light holes, of mass $m_0/(\gamma_1+2\gamma)$. At a common energy $E$, with $\varepsilon=2m_0E/\hbar^2$, their wavenumbers satisfy

$$\varepsilon=(\gamma_1-2\gamma)k^2=(\gamma_1+2\gamma)q^2 .$$

Setting $\gamma=0$ gives $k=q$ and restores the first case.

## The form of an even $F=3/2$ state

Written in components,

$$T(\mathbf n)=\sum_{ij}n_in_jS_{ij},\qquad S_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac54\delta_{ij}.$$

The trace of $S_{ij}$ over $i=j$ is $\mathbf J^2-\frac{15}4=0$. A quadratic form in $\mathbf n$ with zero trace is a pure $L=2$ harmonic, so the average of $T(\mathbf n)$ over directions vanishes.

$T(\hat{\mathbf r})$ does not change when position and spin are rotated together. Hence $T(\hat{\mathbf r})\chi$ transforms as $\chi$ does, with $F=3/2$. It is not zero, because $T^2=1$, and its orbital part has $L=2$. Combining $L$ with $J=3/2$ to give $F=3/2$ allows $L=0,1,2,3$; even parity keeps $0$ and $2$, each occurring once. Every state of the sector with a definite $F_z$ is thus, with $\chi$ the spinor of the same $J_z$,

$$\psi(\mathbf r)=\big[f(r)+g(r)T(\hat{\mathbf r})\big]\chi .$$

$H$ conserves $F$, $F_z$ and parity, so it cannot lead out of this form. It is also unchanged by joint rotations, so the same $f$ and $g$ serve for every constant $\chi$. The free choice of $\chi$ supplies the fourfold degeneracy.

## Separating the heavy and light parts

Inside the sphere $(h-\varepsilon)\psi=0$. Components of $\mathbf K$ commute with each other, so $T^2=1$ implies $D^2=K^4$ as an identity between differential operators. Multiply the equation by its partner with the sign of $\gamma$ reversed:

$$(\gamma_1K^2-\varepsilon+2\gamma D)(\gamma_1K^2-\varepsilon-2\gamma D)
=(\gamma_1K^2-\varepsilon)^2-4\gamma^2K^4 .$$

The right side is a difference of squares,

$$\big[(\gamma_1-2\gamma)K^2-\varepsilon\big]\big[(\gamma_1+2\gamma)K^2-\varepsilon\big]
=(\gamma_1^2-4\gamma^2)(K^2-k^2)(K^2-q^2),$$

and therefore $(K^2-k^2)(K^2-q^2)\psi=0$. Because $k\neq q$, we may write $\psi=\psi_h+\psi_l$ with

$$\psi_h=\frac{(K^2-q^2)\psi}{k^2-q^2},\qquad \psi_l=\frac{(K^2-k^2)\psi}{q^2-k^2}.$$

Their sum is $\psi$, since the $K^2$ terms cancel. They obey $K^2\psi_h=k^2\psi_h$ and $K^2\psi_l=q^2\psi_l$. Each also solves the original equation, because $K^2$ commutes with $h$. Inserting these values of $K^2$ into $h\psi=\varepsilon\psi$ gives

$$\gamma_1k^2\psi_h-2\gamma D\psi_h=(\gamma_1-2\gamma)k^2\psi_h\ \Rightarrow\ D\psi_h=+k^2\psi_h ,$$

$$\gamma_1q^2\psi_l-2\gamma D\psi_l=(\gamma_1+2\gamma)q^2\psi_l\ \Rightarrow\ D\psi_l=-q^2\psi_l .$$

The operator $K^2$ does not mix $L=0$ with $L=2$. A solution smooth at the origin therefore has the form

$$\psi_h=\big[a\,j_0(kr)+b\,j_2(kr)T(\hat{\mathbf r})\big]\chi ,$$

and $\psi_l$ has the same form with $q$. The singular radial functions are excluded by smoothness. What remains is the ratio $b/a$, which is fixed by $D$.

## Fixing the ratio with plane waves

Let $\langle\cdots\rangle$ be the average over directions of $\mathbf n$. Taking the polar axis along $\mathbf r$,

$$\langle e^{ik\mathbf n\cdot\mathbf r}\rangle=\tfrac12\int_{-1}^{1}e^{ikru}\,du=j_0(kr).$$

Each factor $n_i$ under the average can be produced by a derivative $\partial_i/(ik)$, so

$$\langle e^{ik\mathbf n\cdot\mathbf r}T(\mathbf n)\rangle=-\frac1{k^2}\sum_{ij}S_{ij}\,\partial_i\partial_j\,j_0(kr).$$

For any function of $r$ alone,

$$\partial_i\partial_jF=\hat r_i\hat r_j\Big(F''-\frac{F'}r\Big)+\delta_{ij}\frac{F'}r ,$$

and the last term drops because $S$ has no trace. With $x=kr$, use $j_0'=-j_1$ and the radial equation $j_0''=-2j_0'/x-j_0$:

$$j_0''-\frac{j_0'}x=\frac{2j_1}{x}-j_0+\frac{j_1}{x}=\frac{3j_1}x-j_0=j_2 .$$

The factor $k^2$ from the two derivatives cancels the prefactor, leaving

$$\langle e^{ik\mathbf n\cdot\mathbf r}T(\mathbf n)\rangle=-j_2(kr)\,T(\hat{\mathbf r}).$$

Consequently $\psi_h=\langle e^{ik\mathbf n\cdot\mathbf r}[a-bT(\mathbf n)]\rangle\chi$. On each plane wave $D$ is $k^2T(\mathbf n)$, and $T(a-bT)=aT-b$, so

$$D\psi_h=k^2\big[-b\,j_0(kr)-a\,j_2(kr)T(\hat{\mathbf r})\big]\chi .$$

Equating this to $k^2\psi_h$ gives $b=-a$. For the light part the required eigenvalue is $-q^2$, and the same comparison gives $b=+a$. The regular solutions at energy $E$ are thus

$$\big[j_0(kr)-j_2(kr)T(\hat{\mathbf r})\big]\chi,\qquad \big[j_0(qr)+j_2(qr)T(\hat{\mathbf r})\big]\chi .$$

The first is an average of $e^{ik\mathbf n\cdot\mathbf r}(1+T(\mathbf n))\chi$: plane waves in all directions, each projected on the heavy-hole spin states for its own direction. The second uses the light-hole projection $1-T(\mathbf n)$. The opposite signs of $j_2$ come from these two projections.

## The wall

Take amplitudes $A$ and $B$ of the heavy and light solutions. At $r=R$ all four components must vanish in every direction. The $L=0$ and $L=2$ parts are orthogonal over the sphere, so they vanish separately:

$$A\,j_0(kR)+B\,j_0(qR)=0,\qquad -A\,j_2(kR)+B\,j_2(qR)=0 .$$

A nonzero pair $(A,B)$ exists when the determinant is zero:

$$\boxed{\,j_0(kR)\,j_2(qR)+j_2(kR)\,j_0(qR)=0\,}$$

Conversely, each positive root gives a state that does not vanish identically, because functions with different wavenumbers cannot cancel throughout the sphere. The roots are all the even $F=3/2$ levels, named $nS_{3/2}$ in order of energy. The first is $1S_{3/2}$; the letter S names the lowest $L$ in the envelope, not a pure orbital state. At small $\gamma$ the first root is almost pure $L=0$, but the second descends from $j_2(kR)=0$ and is almost pure $L=2$.

With $\phi=kR$ and $\beta=(\gamma_1-2\gamma)/(\gamma_1+2\gamma)$, the ratio of light to heavy mass, we have $qR=\sqrt\beta\,\phi$ and

$$E=\frac{\hbar^2}{2m_0R^2}(\gamma_1-2\gamma)\phi^2 .$$

The number $\phi$ depends on the mass ratio alone, and at fixed band parameters $E\propto R^{-2}$.

## Limits and bounds

**Nearly equal masses.** When $\gamma\to0$ the condition becomes $2j_0(kR)j_2(kR)=0$, the product found at the start. The first correction is a sharper test. Put $\eta=\gamma/\gamma_1$ and $\varepsilon R^2=\gamma_1(\pi+s)^2$. To second order in $\eta$, with $s$ itself of that order,

$$kR=\pi+u_+,\quad qR=\pi+u_-,\qquad u_\pm=s\pm\pi\eta+\tfrac32\pi\eta^2 .$$

Near $\pi$, $j_0(\pi+u)\simeq-u/\pi+u^2/\pi^2$ and $j_2(\pi+u)\simeq j_2(\pi)+u\,j_2'(\pi)$. The condition then reads

$$j_2(\pi)\Big[-\frac{2s}\pi-3\eta^2+2\eta^2\Big]+2\pi\eta^2j_2'(\pi)=0 .$$

Here $j_1(\pi)=1/\pi$ and $j_2(\pi)=3/\pi^2$. From $j_2'=j_1-3j_2/x$ follows $j_2'(\pi)/j_2(\pi)=\pi/3-3/\pi$. Hence $2s/\pi=(2\pi^2/3-7)\eta^2$ and

$$\varepsilon R^2\simeq\gamma_1\pi^2\Big[1-\Big(7-\frac{2\pi^2}3\Big)\frac{\gamma^2}{\gamma_1^2}\Big].$$

There is no linear term, as expected: $D$ turns an $L=0$ state into an $L=2$ state and has no mean value in the former. The bracketed coefficient is about $0.42$, so the level falls. For $\gamma_1=5$, $\gamma=1$ the expansion predicts a drop of 1.7 % from $\gamma_1\pi^2=49.35$. Solving the full condition numerically gives $\phi=4.010$ and $\varepsilon R^2=48.23$, a drop of 2.3 %. The remainder is of higher order in $\eta$.

**Very heavy heavy holes.** When $2\gamma\to\gamma_1$, $\beta\to0$. For finite $\phi$, $qR\to0$, $j_0(qR)\to1$ and $j_2(qR)\to0$, leaving $j_2(\phi)=0$. Since $(x^2j_1)'=x^2j_0$ and $(x^3j_2)'=x^3j_1$, first $j_1$ and then $j_2$ is positive for $0<x\le\pi$. At $2\pi$ the value $j_2(2\pi)=-3/4\pi^2$ is negative, so the first positive root lies between $\pi$ and $2\pi$. The energy then vanishes in proportion to $\gamma_1-2\gamma$. At $\gamma_1=1$, $\gamma=0.45$ the numerical root is $\phi=5.683$.

**Bounds.** Extend $\psi$ by zero outside the sphere and expand it in plane waves. Each wave costs at least $(\gamma_1-2\gamma)K^2$, and the hard wall makes the mean of $K^2$ at least $\pi^2/R^2$. In the other direction, $j_0(\pi r/R)\chi$ is an allowed trial state with mean $\gamma_1\pi^2/R^2$. For $\gamma>0$ neither estimate is attained, so the lowest root obeys

$$\pi^2(\gamma_1-2\gamma)<\varepsilon R^2<\pi^2\gamma_1 .$$

The upper bound gives $(qR)^2<\pi^2\gamma_1/(\gamma_1+2\gamma)$, hence $qR<\pi$ and $j_0(qR)>0$. The light amplitude is then finite:

$$\rho=\frac BA=-\frac{j_0(kR)}{j_0(qR)} .$$

## The shape of the state

With $A=1$ the radial functions are

$$f=j_0(kr)+\rho\,j_0(qr),\qquad g=-j_2(kr)+\rho\,j_2(qr).$$

The density is $\chi^\dagger(f+gT)^2\chi=(f^2+g^2)\chi^\dagger\chi+2fg\,\chi^\dagger T\chi$. Its last term averages to zero over angles, so the share of the $L=2$ part is

$$w_2=\frac{\int_0^Rg^2r^2dr}{\int_0^R(f^2+g^2)r^2dr}.$$

As $\gamma\to0$, $j_0(kR)$ and $j_0(qR)$ approach zero with opposite signs and equal size. Then $\rho\to1$, $g\to0$ and $w_2\to0$, which is the opening case again.

## A germanium dot in silicon dioxide

Take $R=8$ nm and, as model inputs chosen to resemble germanium, $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$. The difference of the last two measures the cubic anisotropy, and the spherical model uses their average

$$\gamma=\frac{2\gamma_2+3\gamma_3}5=\frac{8.4+17.1}5=5.1 .$$

The masses are $m_0/3.2=0.313\,m_0$ and $m_0/23.6=0.042\,m_0$, so $\beta=0.136$. Numerical root finding gives $kR=5.412$ and $qR=1.993$. At these arguments

$$j_0(kR)=-0.1414,\quad j_2(kR)=0.0610,\quad j_0(qR)=0.4578,\quad j_2(qR)=0.1975 .$$

The two products are $-0.0279$ and $+0.0279$. With $\hbar^2/2m_0R^2=0.5953$ meV,

$$E=3.2\times5.412^2\times0.5953\ \text{meV}=55.8\ \text{meV}=0.0558\ \text{eV},$$

between the bounds 18.8 and 78.7 meV. The next root, $kR=7.065$, puts $2S_{3/2}$ at 95.1 meV. The amplitude ratio is $\rho=0.1414/0.4578=0.309$, and radial integration gives $w_2=0.31$. Nearly a third of the state is d-like.

A separate calculation used neither Bessel functions nor the coupling of $L$ with $J$. The full $H$ was diagonalized in products of $R^2-r^2$ with Cartesian polynomials of even degree up to 10, for all four spin components. Its lowest even level is $\varepsilon R^2=93.717$, equal to the value from the condition at this precision. The same method with odd polynomials up to degree 9 places the lowest odd level, also a quartet, at 57.4 meV. In this model $1S_{3/2}$ is the ground state by only 1.6 meV.

## What the real dot changes

The spherical four-band model with a hard wall omits several effects. One of them, the coupling to the direct conduction band that makes the light hole nonparabolic, is small here: with a rough Kane energy of 26 eV and a gap of 0.89 eV it lowers the two lowest levels by less than 1 meV and leaves their order unchanged. It is not included below. The corrections below are estimates for this radius, with rough material values.

**Warping.** Restoring $\gamma_2\neq\gamma_3$ at fixed $\gamma$ adds

$$h'=(\gamma_3-\gamma_2)\Big[2\sum_iQ_{ii}S_{ii}-\frac45\sum_{ij}Q_{ij}S_{ij}\Big],\quad Q_{ij}=K_iK_j-\tfrac13\delta_{ij}K^2 .$$

The second sum removes the rotationally invariant part of the first. What is left is a tensor of rank 4 under joint rotations. Between two $F=3/2$ states only ranks up to 3 have matrix elements, so the first-order shift is zero. Four-band diagonalization gives $-1.7$ meV. Reducing the anisotropy from 0.4 to 0.2 of its actual value multiplies the shift by 0.251, as a second-order effect should.

**Split-off band.** Adding this band at a rough 290 meV, without warping, moves $1S_{3/2}$ by only $-0.1$ meV, but it lowers the lowest odd level by 5.7 meV, to 51.7 meV. This alone reverses the order, whereas warping alone (54.1 meV even, 55.8 meV odd) keeps it. With both effects together, six-band diagonalization puts the lowest even level at 53.3 meV and the lowest odd level at 50.1 meV. The order is reversed: the ground state of the fuller model is odd. The hard-wall condition still gives the even level to about 5 % relative to the six-band value, but it cannot identify the ground state here. Thermal energy at 300 K is 25.9 meV, larger than either spacing and comparable to the distance to the next six-band levels at 74.8 and 76.2 meV. In equilibrium the two lowest quartets are about equally occupied and together hold somewhat less than half of the population.

**Finite barrier.** A one-band estimate uses the mass $m=\pi^2m_0/93.72=0.105\,m_0$, which reproduces $E$ with a hard wall. For a barrier $V=4.5$ eV and oxide mass $m_b$, continuity of $\psi$ and of $\psi'/\text{mass}$ gives

$$\frac{x\cot x-1}{m}+\frac{\kappa R+1}{m_b}=0,\qquad \kappa=\frac{\sqrt{2m_b(V-E)}}\hbar ,$$

with $x$ the inner wavenumber times $R$. The shift is $-8.1$ meV for $m_b=0.5\,m_0$ and $-3.8$ meV for $m_b=m$. This one-band picture ignores the heavy-light mixing and understates the effect: matching the four-band solution to the same oxide, with symmetric operator ordering, gives $-13.5$ and $-5.8$ meV; Burt–Foreman ordering gives about $-12$ and $-5$ meV. Even a barrier some eighty times higher than $E$ is not fully hard, and the result depends on a poorly known oxide mass.

**Dielectric self-energy.** The hole polarizes the interface between dielectric constants $\epsilon_i=16$ and $\epsilon_o=3.9$. Matching the potential and the normal displacement for each multipole gives the energy

$$U(r)=\frac{e^2}{8\pi\epsilon_0R}\sum_{l=0}^{\infty}\frac{(l+1)(\epsilon_i-\epsilon_o)}{\epsilon_i[l\epsilon_i+(l+1)\epsilon_o]}\Big(\frac rR\Big)^{2l}.$$

The factor one half of a self-energy is included. Averaged over the $1S_{3/2}$ density, $U$ adds 19.9 meV, or 36 % of $E$. It is the largest of the corrections estimated here at fixed radius and shape. Most of it, 17.5 meV, is the uniform $l=0$ term, common to all levels. The value holds for the hard-wall density. $U$ diverges at a sharp interface, so with a finite barrier, where the density does not vanish at $r=R$, the average diverges logarithmically, and the two corrections can be combined only with a dielectric profile of finite width.

**Size and shape.** A radius 10 % smaller raises $E$ to 68.9 meV, by 23 %. Flattening the sphere to an axis ratio of 0.9 at constant volume splits the quartet by 0.3 meV in the spherical four-band model. That small number is an accident of this mass ratio: at the same $\gamma_1$ the splitting is 1.1 meV for $\gamma=4.8$, about 1.2 meV for $\gamma=5.4$ and 3.6 meV for $\gamma=4.2$. In six bands with warping, the even quartet splits by 1.7 meV for flattening along [001] and by 0.7 meV along [111], and the odd quartet by about 0.7 and 2.0 meV. None of this covers a hemispherical dot, nor strain, which can split the quartet as well.

For this dot, 55.8 meV is therefore the confinement energy of an idealized model. An absolute hole level needs at least the dielectric term, the barrier shift, which has the opposite sign and a comparable size, and a measured radius. The order of the two lowest levels, only a few meV apart, is not settled by the spherical four-band model; the barrier affects it too. In four bands with symmetric ordering the odd level shifts by $-15.0$ meV for $m_b=0.5\,m_0$ and $-8.0$ meV for $m_b=m$, which shrinks the 1.6 meV gap to 0.1 meV in the first case and reverses the order in the second. The dielectric term works the other way, adding 20.5 meV to the odd level against 19.9 meV to the even one.
